\section*{The Child–Langmuir Law for a Plane Collisionless Ion Sheath}

How much clear space must be left in front of a steel plate that is to be pulsed to $-10$ kV in a nitrogen plasma, and how long must the pulse last before the ion current can be treated as steady? Both choices in plasma immersion implantation depend on the width of the ion sheath. If the sheath reaches the chamber wall or a neighbouring part, no plasma is left in the gap between them to supply the ions. The width follows from the relation between current density, voltage and distance in a layer whose field is shaped by the charge of the ions crossing it.

Let the sheath edge be the plane $x=0$ and the plate the plane $x=s$, at potential $-V$ relative to the edge. Let $U(x)\ge 0$ be the potential drop from the edge, so that the electrostatic potential is $-U$, with $U(0)=0$ and $U(s)=V$. The field towards the plate is $E=U'$, where a prime means $d/dx$. The current density $J$ is also positive towards the plate. The ions have charge $+e$ and mass $M$. Four assumptions define the basic model: the flow is steady, the ions do not collide, they enter with negligible speed and negligible field, and there are no electrons between edge and plate.

Without collisions, an ion that started at rest has kinetic energy equal to the potential energy it has lost, and in steady flow the same current crosses every plane:
\begin{equation}
\tfrac12 Mv^2=eU,\qquad v=\sqrt{\frac{2eU}{M}},\qquad n=\frac{J}{ev}.
\end{equation}
The ions thin out as they speed up. Poisson's equation for the potential $-U$ reads $-U''=-en/\varepsilon_0$, so the two minus signs cancel and
\begin{equation}
U''=\frac{J}{\varepsilon_0 v}=A\,U^{-1/2},\qquad
A=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}} .
\label{poisson}
\end{equation}
Since $x$ does not appear explicitly, multiplication by $U'$ makes both sides total derivatives. The left side is $U'U''=\tfrac12(U'^2)'$ and the right side is $AU^{-1/2}U'=2A(U^{1/2})'$. Integration from the edge, where the field is $E_0$, gives
\begin{equation}
U'^2=E_0^2+4A\,U^{1/2}.
\label{first}
\end{equation}

The edge condition now matters. For general $E_0\ge0$, the distance needed to build up the drop $V$ is
\begin{equation}
s=\int_0^V\frac{dU}{\sqrt{E_0^2+4AU^{1/2}}} .
\end{equation}
The integral falls when either $E_0$ or $A$ rises. At fixed $V$ and $s$, a larger edge field therefore requires a smaller $A$, hence a smaller current. The largest current belongs to $E_0=0$. A negative $E_0$ is excluded, because it would push back ions that start at rest. For example, an edge field of $0.2\,V/s$ lowers the current to 0.943 of its value at zero edge field.

With $E_0=0$, the positive root of \eqref{first} is $U'=2A^{1/2}U^{1/4}$, since the drop grows towards the plate. Separating the variables and integrating from the edge gives
\begin{equation}
\int_0^U \tilde U^{-1/4}d\tilde U=\tfrac43U^{3/4}=2A^{1/2}x .
\label{profile}
\end{equation}
At the plate, squaring gives $\tfrac{16}{9}V^{3/2}=4As^2$, or $A=\tfrac49V^{3/2}/s^2$. The definition of $A$ then yields the Child--Langmuir law,
\begin{equation}
J=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\;\frac{V^{3/2}}{s^2}.
\label{child}
\end{equation}
The powers have a simple reading. The charge per area that supports a field of order $V/s$ is of order $\varepsilon_0V/s$. It is replaced in a time of order $s/\sqrt{eV/M}$, and the quotient scales as $V^{3/2}/s^2$.

Dividing \eqref{profile} by its value at the plate gives the profile, and differentiation gives the field and the density:
\begin{align}
U&=V\left(\frac xs\right)^{4/3},\qquad
E=\frac{4V}{3s}\left(\frac xs\right)^{1/3},\\
n&=\frac{\varepsilon_0U''}{e}=\frac{4\varepsilon_0V}{9es^2}\left(\frac xs\right)^{-2/3}.
\end{align}
The density diverges at the edge because the entry speed was set to zero. The divergence is integrable: the charge per area is $\int_0^s en\,dx=4\varepsilon_0V/(3s)$, which equals $\varepsilon_0E(s)$, as Gauss's law requires.

The same law follows from the motion of one ion, which also gives the transit time. Along its path $dE/dt=vU''=J/\varepsilon_0$, so the ion feels a field $E=Jt/\varepsilon_0$ growing linearly in time. Newton's equation $M\ddot x=eE$, with zero initial position and speed, gives
\begin{equation}
v=\frac{eJt^2}{2M\varepsilon_0},\qquad x=\frac{eJt^3}{6M\varepsilon_0}=\frac{vt}{3}.
\end{equation}
With $v_0=\sqrt{2eV/M}$, the transit time is therefore $3s/v_0$. Inserting it in the expression for $x=s$ gives $J=6M\varepsilon_0s/(e t^3)=2M\varepsilon_0v_0^3/(9es^2)$, which is \eqref{child} again.

In a plasma the ion current is limited by supply, and the width adjusts to it. Let $T_e$ be the electron temperature expressed in volts, and let the electrons have the Boltzmann density $n_s e^{-U/T_e}$, with $n_s$ the density at the edge. For ions entering at speed $u_0$, the density just inside the edge is $n_s(1-eU/Mu_0^2)$ to first order in $U$, while that of the electrons is $n_s(1-U/T_e)$. The net charge is not negative if $u_0^2\ge eT_e/M$. We take the marginal value, the Bohm speed $u_B=\sqrt{eT_e/M}$. Ions that all start at rest in the bulk and reach this speed without collisions have fallen through $T_e/2$, so a bulk density $n_0$ gives
\begin{equation}
J=en_su_B,\qquad n_s=n_0e^{-1/2}.
\end{equation}
The factor $e^{-1/2}$ assumes that no ions are created on the way. A steady flow of this kind needs a converging presheath, since in a plane one $nu$ would have to be constant while the ions speed up from rest. If they are created at rest along a plane presheath, the fluid momentum balance $n(Mu^2+eT_e)=n_0eT_e$ gives $n_s=n_0/2$ instead; for the same $n_0$ the current is then 18\% lower and the sheath 10\% wider. We keep the first value below. Equating $J$ to \eqref{child} and solving for $s^2$, the ion mass cancels:
\begin{equation}
s^2=\frac{4\sqrt2}{9}\,\frac{\varepsilon_0}{en_s}\,\frac{V^{3/2}}{T_e^{1/2}},
\qquad
s=\frac{\sqrt2}{3}\,\lambda_D\left(\frac{2V}{T_e}\right)^{3/4},
\label{width}
\end{equation}
where $\lambda_D=\sqrt{\varepsilon_0T_e/(en_s)}$. With the plasma held fixed, a higher voltage leaves the steady current unchanged in this model and widens the sheath as $V^{3/4}$.

Take N$_2^+$ ions, $V=10$ kV, $n_0=5\times10^{10}$ cm$^{-3}$ and $T_e=3$ V, that is, 3 eV. Then $n_s=3.033\times10^{10}$ cm$^{-3}$ and $u_B=3.214$ km/s. In SI units,
\begin{equation}
J=(1.602\times10^{-19})(3.033\times10^{16})(3214)=15.6\ \mathrm{A/m^2},
\end{equation}
or 1.56 mA/cm$^2$. With $\lambda_D=0.00739$ cm,
\begin{equation}
s=0.4714\times0.00739\times(6667)^{3/4}\ \mathrm{cm}=2.57\ \mathrm{cm}.
\end{equation}
The field at the plate is $4V/(3s)=5.2$ kV/cm. With $v_0=262.5$ km/s, an ion crosses in $3s/v_0=0.294\ \mu$s. Doubling the voltage in the same plasma would multiply the width by $2^{3/4}=1.68$, to about 4.3 cm, and the clear space would have to grow accordingly.

Equation \eqref{poisson} was also integrated numerically, with the current adjusted until the drop at $s$ was 10 kV. The ions were given an entry energy of $10^{-4}$ eV to avoid the singular density. The coefficient came out as 0.44458, against $4/9=0.44444$, and the powers of $V$, $s$ and $M$ as 1.4999, $-2.0000$ and $-0.5000$. The small excess in the coefficient is due to the entry energy, as the next result shows.

For a finite entry speed $u_0$ and zero edge field, energy conservation reads $v^2=u_0^2+2eU/M$, so $dU=(M/e)v\,dv$. The first integral of $U''=J/(\varepsilon_0v)$ becomes
\begin{equation}
\tfrac12U'^2=\int_0^U\frac{J}{\varepsilon_0v}\,d\tilde U=\frac{JM}{\varepsilon_0e}(v-u_0).
\end{equation}
Let $v_w$ be the speed at the plate and put $w=v-u_0$. Then $dx=dU/U'$ gives
\begin{align}
s&=\frac Me\sqrt{\frac{\varepsilon_0e}{2JM}}\int_0^{v_w-u_0}\frac{w+u_0}{\sqrt w}\,dw\nonumber\\
&=\frac Me\sqrt{\frac{\varepsilon_0e}{2JM}}\;\frac23\sqrt{v_w-u_0}\,(v_w+2u_0),
\end{align}
because the integral is $\tfrac23w^{3/2}+2u_0w^{1/2}=\tfrac23w^{1/2}(w+3u_0)$. Squaring and solving for $J$,
\begin{equation}
J=\frac{2\varepsilon_0M}{9es^2}(v_w-u_0)(v_w+2u_0)^2 .
\end{equation}
For $u_0\ll v_0$ the relative change from \eqref{child} is $3u_0/v_0$ to first order. An entry energy of $10^{-4}$ eV at 10 kV gives $3\times10^{-4}$, which accounts for the excess above. For the Bohm speed the change is $3\sqrt{T_e/(2V)}$. It falls as the square root of $T_e/V$, more slowly than the ratio of energies itself might suggest. Here it is $+3.7\%$ at fixed $V$ and $s$.

The Bohm speed belongs together with the electrons that remain near the edge. Measure length in $\lambda_D$ and put $\chi=U/T_e$. Poisson's equation is then $\chi''=(1+2\chi)^{-1/2}-e^{-\chi}$. Multiplying by $\chi'$ and integrating from a field-free edge gives
\begin{equation}
\tfrac12\chi'^2=\sqrt{1+2\chi}+e^{-\chi}-2 .
\label{bohm}
\end{equation}
For small $\chi$ the right side is $\chi^3/3$, so $\int d\chi/\chi'$ diverges at the edge: plasma and sheath merge without a sharp boundary. A width needs a convention, and we measure it from $\chi=1$, where the electron density is $e^{-1}n_s$. For large $\chi$, \eqref{bohm} becomes $\chi'^2\simeq2\sqrt{2\chi}-4$, hence
\begin{equation}
\frac1{\chi'}\simeq\frac{1}{\sqrt{2\sqrt{2\chi}}}\left(1+\frac1{\sqrt{2\chi}}\right).
\end{equation}
Integrated to the plate, the second term adds the fraction $3/\sqrt{2V/T_e}=3.7\%$ to the width. Numerical integration of \eqref{bohm} gives 3.6\% at fixed $J$ and $V$, or a current 7.4\% higher at fixed $V$ and $s$. This figure already includes the effect of the entry speed. It depends on the convention for the edge: measured from $\chi=0.1$ or $\chi=3$, the change in current would be about 11\% or 6\%.

Ions striking the plate release electrons, which cross the sheath the other way. With $\gamma$ electrons per ion, their density is $\gamma J/(e\sqrt{2e(V-U)/m_e})$. In the scaled variables $\eta=U/V$ and $\xi=x/s$,
\begin{equation}
\frac{d^2\eta}{d\xi^2}=K\left[\frac1{\sqrt\eta}-\frac{\beta}{\sqrt{1-\eta}}\right],\qquad \beta=\gamma\sqrt{\frac{m_e}{M}},
\end{equation}
where $K=4/9$ when $\beta=0$, and $K$ is proportional to $J$ at fixed $V$ and $s$. The first integral is $(d\eta/d\xi)^2=4K[\sqrt\eta-\beta(1-\sqrt{1-\eta})]$. The negative charge lowers the bracket, so a larger $K$ is needed to reach the same drop. For a rough yield $\gamma=2$, $\beta=0.0089$ and the ion current rises by 0.34\%. The effect on the electrical supply is much larger: it must deliver $1+\gamma=3$ times the ion current, so its reading cannot be converted to dose without the yield.

Charge exchange acts in the opposite direction. A fast ion takes an electron from a gas molecule and leaves a slow ion at the same place. The ion current is preserved, but slow ions carry more charge per unit current. Let $\lambda$ be a constant mean free path, $\epsilon=s/\lambda$, and let each new ion start at rest. To first order in $\epsilon$,
\begin{equation}
\frac{d^2\eta}{d\xi^2}=K\left[\frac{1-\epsilon\xi}{\sqrt\eta}+\epsilon\int_0^\xi\frac{d\xi'}{\sqrt{\eta(\xi)-\eta(\xi')}}\right].
\end{equation}
In the integral we may insert $\eta=\xi^{4/3}$, which gives $c\,\xi^{1/3}$ with $c=\int_0^1dt/\sqrt{1-t^{4/3}}=1.797$. Now write $\eta=\xi^{4/3}+\epsilon\eta_1$ and $K=\tfrac49(1+\epsilon k)$. The terms of first order are
\begin{equation}
\eta_1''=\tfrac49\left[k\xi^{-2/3}-\tfrac12\xi^{-2}\eta_1+(c-1)\xi^{1/3}\right].
\end{equation}
Try $\eta_1=a\xi^{4/3}+b\xi^{7/3}$. Comparing powers gives $a=k-a/2$, so $a=2k/3$, and $7b=(c-1)-b/2$, so $b=2(c-1)/15$. Both terms satisfy the edge conditions. The drop at the plate is fixed, so $a+b=0$ and
\begin{equation}
k=-\frac{c-1}{5}=-0.159 .
\end{equation}
At 0.5 mTorr and 300 K, a rough cross section of $3\times10^{-15}$ cm$^2$ gives $\lambda=20.7$ cm and $\epsilon=0.124$. The estimate is $-2.0\%$; the full integral equation, solved numerically, gives $-1.9\%$. The energy spectrum suffers more than the current, since 12\% of the ions exchange charge on the way and arrive with less than the full energy.

Nitrogen plasma also contains N$^+$. At a given drop, each species contributes charge in proportion to its current times the square root of its mass. If a share $f$ of the current is N$^+$, $\sqrt M$ in \eqref{child} is replaced by $(1-f)\sqrt M+f\sqrt{M_{\mathrm{N}^+}}$. With a rough $f=0.2$, the current rises by 6.2\% at fixed $V$ and $s$.

The pulse length follows from how the sheath forms. Just after a fast switch-on the electrons have left but the ions have hardly moved. Their uniform density gives $U''=en_s/\varepsilon_0$, and with zero field at the edge the initial width is $s_0=\sqrt{2\varepsilon_0V/(en_s)}=0.604$ cm. The edge then recedes into the plasma. Suppose that the density ahead of it stays $n_s$ and that \eqref{child} holds at each instant for the current width $z$. Ions cross the moving edge at the rate
\begin{equation}
en_s\left(\frac{dz}{dt}+u_B\right)=en_su_B\frac{s^2}{z^2}.
\end{equation}
With $y=z/s$ this becomes $dt=(s/u_B)\,y^2dy/(1-y^2)$, and since $y^2/(1-y^2)=1/(1-y^2)-1$,
\begin{equation}
t=\frac{s}{u_B}\Big[\operatorname{artanh}y-y\Big]_{s_0/s}^{\,y}.
\end{equation}
Here $s/u_B=8.0\ \mu$s, and 95\% of the final width is reached after $7.0\ \mu$s. By \eqref{child} the current is then still 11\% above its steady value; the excess falls to 5\% after about $10\ \mu$s. These times are much longer than the transit time, which supports the use of the steady law, though the earliest stage is only roughly described. Within this model a 50 $\mu$s pulse is thus mostly steady; one of a few microseconds would not be. The plasma ahead of the edge must also readjust, at roughly the Bohm speed, or about 3 $\mu$s per centimetre, which can delay the steady current further and can also change its value. If a plane plasma at rest is not replenished by ionization during the pulse, a rarefaction wave with $n=n_0e^{-u/u_B}$ runs ahead of the edge, and over tens of microseconds the density at the nearly resting edge tends to $n_0/e$. The current is then 39\% lower than the value used here, and the width \eqref{width} is larger by $e^{1/4}=1.28$, about 3.3 cm. The steady part of the model delivers
\begin{equation}
\frac{2Jt}{e}=\frac{2(15.62)(50\times10^{-6})}{1.602\times10^{-19}}\ \mathrm{m^{-2}}=9.7\times10^{11}\ \mathrm{cm^{-2}}
\end{equation}
nitrogen atoms per pulse, with 5 keV each if the molecule arrives uncollided. With the density $n_s$ assumed ahead of the advancing edge, the ions of the initial sheath and those the edge sweeps up together add about 16\% to this dose, 12\% coming from the advance of the edge; denser plasma further out would add more. The figure counts N$_2^+$ ions only: the fast neutral molecules left by charge exchange, about $\epsilon=0.12$ per ion, add to it, while N$^+$ brings only one atom per charge. Reflection and sputtering are left out, so it is an arriving dose, not a retained one.

The four separate changes, $+7.4$, $+6.2$, $-1.9$ and $+0.3\%$, add to about $+12\%$ in current at fixed $V$ and $s$ if their products are neglected. At fixed current density they correspond to a sheath about 6\% wider. In a plasma of given density and electron temperature, however, the N$^+$ share raises the current and leaves the width unchanged, provided each species enters at its own Bohm speed. The other three changes then make the sheath about 3\% wider. A finite plate also breaks the plane geometry: for a radius of 15 cm, 31\% of the face lies within one sheath width of the rim. There the field bends and the plane law does not give the local dose; its error in that zone has not been computed here. The product of pressure and width, $1.3\times10^{-3}$ Torr cm, lies far below the rough 1 Torr cm scale of the Paschen minimum, so ordinary gas breakdown across this gap is not expected. That does not exclude arcs starting at the surface. In front of the central region of this plate, the plane law estimates the part of the clear space that the sheath itself takes up: about 2.6 cm for the edge density assumed here, and about 3.3 cm if that density falls to $n_0/e$. More room is required in practice, because the presheath, where the plasma is already thinned and the ions gain the Bohm speed, lies beyond the sheath edge and can extend several centimetres for a plate of this size. Uniformity near the rim calls for a calculation in two dimensions. The main values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Target voltage V = 10 kV
Electron temperature Te = 3.0 eV
Bulk plasma density n0 = 5.0e+10 cm^-3
Pulse length = 50 us
Gas pressure = 0.5 mTorr at 300 K
Plate radius = 15 cm
N2+ ion mass = 28.013 u
Edge density ns = 3.033e+10 cm^-3
Bohm speed uB = 3.214 km/s
Debye length at edge = 0.00739 cm
Current density J = 1.562 mA/cm^2 = 15.62 A/m^2
Sheath width s = 2.572 cm = 25.72 mm
J s^2 / V^1.5 for N2+ = 1.0328e-08 A/V^1.5
Marched coefficient = 0.44458 (4/9 = 0.44444)
Marched power of V = 1.4999
Marched power of s = -2.0000
Marched power of M = -0.5000
Marched drop at s/2 = 3.968 kV
Wall field 4V/(3s) = 5.185 kV/cm
Full-energy speed v0 = 262.5 km/s
Transit time 3s/v0 = 0.294 us
J ratio with edge field 0.2 V/s = 0.9427
Changes of J at fixed V and s:
  Bohm entry speed alone = +3.70 %
  its estimate 3 uB/v0 = +3.67 %
  Bohm entry and electrons = +7.37 %
  secondary electrons = +0.34 %
  charge exchange = -1.92 %
  N+ share of current = +6.22 %
Width ratio with electrons, from U = Te: 1.0362
Secondary yield (rough) = 2.0, beta = 0.00885
Supply current / ion current = 3.0
N+ share of current (rough) = 0.2
Exchange cross section (rough) = 3.0e-15 cm^2
Exchange mean free path = 20.7 cm
s / mean free path = 0.1242
Exchange constant c = 1.7972
First-order slope -(c-1)/5 = -0.1594
Ions arriving uncollided = 88.3 %
Initial uniform-ion sheath s0 = 0.604 cm
Time scale s/uB = 8.00 us
Time to reach 0.95 s = 7.02 us
Swept-up ions / steady dose = 16.0 %
Plate area within s of the rim = 31.3 %
Pressure x width = 1.29e-03 Torr cm
Steady N dose per pulse = 9.748e+11 atoms/cm^2
Energy per N atom = 5.0 keV
Ion power density in pulse = 15.62 W/cm^2
\end{verbatim}
